\section*{Transverse wavevector for an e-fold drop in tunnelling transmission}

\section{Problem}

An electron tunnels through a uniform insulating film of thickness $d=15$ Å. When its wavevector has no component parallel to the film, its amplitude decays inside the film as $e^{-\kappa_0 z}$, with $\kappa_0=0.5$ Å$^{-1}$ and $z$ the coordinate normal to the film. The film is isotropic. At the same total energy, how large must the transverse wavevector be for the transmission to be smaller by one factor of $e$?

Three conventions make the question definite.

\begin{itemize}
\item The transverse wavevector $\mathbf k$ lies parallel to the interfaces and has magnitude $k$. The interfaces are smooth and there is no scattering, so $\mathbf k$ is conserved.
\item ``Isotropic'' describes the dispersion of the film: the energy depends on the wavevector through $k^2+k_z^2$ alone. It does not say that the decay constant is the same for every $k$. If it were, the exponential factor would not depend on $k$ and the question would have no answer.
\item ``Transmission'' means here the exponential factor that the film contributes. The data say nothing about the electrodes, whose effect is the subject of the first variation.
\end{itemize}

Lengths are in Å and wavevectors in Å$^{-1}$. Where an energy is needed, Rydberg atomic units are used: a particle of mass $m$, in free-electron masses, has kinetic energy $k^2/m$ in rydbergs when $k$ is in inverse bohr.

\section{Hints}

\begin{enumerate}
\item At fixed energy, which combination of $k$ and $k_z$ is fixed in an isotropic film? What becomes of it when $k_z$ is imaginary?
\item The given $\kappa_0$ describes an amplitude. Which power of the amplitude enters the transmission?
\item Find the decay constant at the required point first, and the wavevector afterwards. No expansion in small $k$ is needed.
\item Compare the thickness with the decay length $1/\kappa_0$. This tells you whether a small-$k$ estimate would have been good enough.
\end{enumerate}

\section{Solution}

\subsection{The decay constant at finite transverse wavevector}

Isotropy means that the dispersion has the form
\begin{equation}
E=F(s),\qquad s=k^2+k_z^2 .
\end{equation}
The given decay is taken to be purely exponential, with no oscillating factor, so $E$ is reached at a real, negative value of $s$. At $k=0$ the wave $e^{ik_zz}$ must equal $e^{-\kappa_0z}$, so $k_z=i\kappa_0$ and $s=-\kappa_0^2$. Now let $k$ be non-zero and keep $E$ fixed. On the same branch of the complex band structure $s$ keeps its value. With $k_z=i\kappa$,
\begin{equation}
k^2-\kappa^2=-\kappa_0^2
\quad\Longrightarrow\quad
\kappa(k)=\sqrt{\kappa_0^2+k^2}.
\label{eq:kappa}
\end{equation}
The positive root describes decay away from the entrance side.

On such a branch the form of $F$ has dropped out. A gap energy can also be reached at complex $s$, with $k_z=K+i\kappa_0$ at $k=0$, so that the wave oscillates as it decays. Then $\kappa=\mathrm{Im}\sqrt{s-k^2}$ replaces Eq.~(\ref{eq:kappa}); for $K=0.5$ Å$^{-1}$ and the present $\kappa_0$ and $d$ the e-fold point would be $0.254$ Å$^{-1}$. That case is excluded here. For a parabolic band with edge $E_c$ and mass $m$, $E=E_c+s/m$ and therefore $\kappa_0^2=m(E_c-E)$. Transverse motion then takes up the energy $k^2/m$, and the normal motion faces a barrier higher by that amount. For a two-band model with half-gap $\Delta$ and velocity parameter $v$, $E^2=\Delta^2+v^2s$ and therefore $\kappa_0^2=(\Delta^2-E^2)/v^2$. The two models relate $\kappa_0$ to the energy differently, but both obey Eq.~(\ref{eq:kappa}). Once $\kappa_0$ is given, the tunnelling mass is not needed separately: a light mass with a high barrier and a heavy mass with a low one give the same answer if they share $\kappa_0$.

In a crystal, an isotropic mass at the band edge does not guarantee the form $F(s)$ deep in the gap; that also needs $\kappa_0a\ll1$, with $a$ the lattice constant. A simple-cubic tight-binding band has $\cosh\kappa a=\cosh\kappa_0a+2-\cos k_xa-\cos k_ya$. For $\kappa_0=0.5$ Å$^{-1}$ and $d=15$ Å its e-fold point along $[100]$ lies 10\% above the isotropic result for $a=2$ Å and 44\% above it for $a=4$ Å.

\subsection{The condition for one factor of $e$}

Across the film the amplitude falls by $e^{-\kappa d}$. The transmitted flux is proportional to the squared amplitude, so the film contributes the factor $e^{-2\kappa d}$. Relative to $k=0$ this is
\begin{equation}
\frac{e^{-2\kappa d}}{e^{-2\kappa_0d}}=e^{-2d(\kappa-\kappa_0)} .
\label{eq:ratio}
\end{equation}
Let $k_e$ be the wavevector at which the ratio equals $e^{-1}$, and $\kappa_e$ the decay constant there. Equating exponents gives
\begin{equation}
2d(\kappa_e-\kappa_0)=1
\quad\Longrightarrow\quad
\kappa_e=\kappa_0+\frac{1}{2d}.
\end{equation}
Since $\kappa$ rises steadily with $k$, there is one such point. From Eq.~(\ref{eq:kappa}),
\begin{align}
k_e^2&=\kappa_e^2-\kappa_0^2
=\left(\kappa_0+\frac1{2d}\right)^2-\kappa_0^2\nonumber\\
&=\kappa_0^2+\frac{\kappa_0}{d}+\frac{1}{4d^2}-\kappa_0^2
=\frac{\kappa_0}{d}+\frac1{4d^2},
\end{align}
and hence
\begin{equation}
k_e=\sqrt{\frac{\kappa_0}{d}+\frac{1}{4d^2}} .
\label{eq:ke}
\end{equation}

\subsection{Numbers}

The two terms under the root are
\begin{equation}
\frac{\kappa_0}{d}=\frac{0.5}{15}=0.03333\ \text{Å}^{-2},\qquad
\frac1{4d^2}=\frac1{900}=0.00111\ \text{Å}^{-2}.
\end{equation}
Their sum is $0.03444$ Å$^{-2}$, so
\begin{equation}
k_e=0.186\ \text{Å}^{-1}\quad(0.0982\ \text{bohr}^{-1}).
\end{equation}

As a check, the decay constant at this point is $\sqrt{0.25+0.03444}=0.5333$ Å$^{-1}$. It exceeds $\kappa_0$ by $0.0333$ Å$^{-1}$, and $2\times15\times0.0333=1$, as required. The exponential factor itself falls from $3.06\times10^{-7}$ to $1.13\times10^{-7}$. An increase of the decay constant by about 7\% is enough, because the exponent $2\kappa_0d=15$ is large.

An independent calculation took the decay constants from the complex eigenvalues of a four-component two-band Hamiltonian and searched numerically for the e-fold point. It gave the same $k_e$ to the digits printed in the numerical output.

The answer depends on what the given constant describes. If $0.5$ Å$^{-1}$ were the decay constant of the probability, then $2\kappa_0=0.5$ Å$^{-1}$ and $\kappa_0=0.25$ Å$^{-1}$. Equation~(\ref{eq:ke}) would give $k_e^2=0.01667+0.00111=0.01778$ Å$^{-2}$ and $k_e=0.133$ Å$^{-1}$.

\subsection{The thick-film limit}

The difference of decay constants can be rewritten without approximation:
\begin{equation}
\kappa-\kappa_0=\frac{\kappa^2-\kappa_0^2}{\kappa+\kappa_0}
=\frac{k^2}{\kappa+\kappa_0}.
\end{equation}
For $k\ll\kappa_0$ the denominator is close to $2\kappa_0$, and Eq.~(\ref{eq:ratio}) becomes a Gaussian,
\begin{equation}
e^{-2d(\kappa-\kappa_0)}\approx e^{-k^2d/\kappa_0}=e^{-k^2/k_G^2},\qquad
k_G=\sqrt{\frac{\kappa_0}{d}} .
\end{equation}
Here $k_G=0.183$ Å$^{-1}$. For $k>0$ the true denominator is larger than $2\kappa_0$, so the Gaussian overstates the attenuation and puts the e-fold point too low. The size of the error follows from Eq.~(\ref{eq:ke}):
\begin{equation}
\frac{k_G}{k_e}=\left(1+\frac{1}{4\kappa_0d}\right)^{-1/2}
\approx1-\frac1{8\kappa_0d}.
\end{equation}
With $\kappa_0d=7.5$ the estimate is low by about $1/60$ of $k_e$, or 1.7\%; the unexpanded ratio gives 1.6\%.

The Gaussian also gives $k_G$ a direct meaning. If the incident electrons fill the transverse plane evenly out to wavevectors well beyond $k_G$, the total transmission is proportional to
\begin{equation}
\int_0^\infty 2\pi k\,e^{-k^2/k_G^2}\,dk=\pi k_G^2=\frac{\pi\kappa_0}{d}.
\end{equation}
In this approximation the film passes as much as a disc of radius $k_G$ in which every state has the transmission of normal incidence. Integrating the unexpanded factor of Eq.~(\ref{eq:ratio}) instead gives $\pi[\kappa_0/d+1/(2d^2)]$, which is larger by the fraction $1/(2\kappa_0d)$, here about 7\%. The Gaussian radius $k_G$ shrinks as $d^{-1/2}$: in this isotropic model a thicker film selects electrons closer to the normal. In a real insulator the decay constant can be smallest at a non-zero $k$, and the selection then favours that wavevector instead.

In the opposite limit, $\kappa_0d\ll1$, Eq.~(\ref{eq:ke}) tends to $1/(2d)$. This is still the e-fold point of $e^{-2\kappa d}$, but it has little to do with the transmission of so thin a film, in which waves reflected from the far interface return to the near one with appreciable amplitude.

\section{Variation 1: what do the electrodes change?}

\textit{Place the film between two identical electrodes of free-electron mass. The film has a parabolic band of mass $m=0.5$. At $k=0$ the electrode wavevector normal to the film is $q_0$. Where does the full transmission fall by a factor of $e$?}

\medskip
The barrier top lies above the energy by $\kappa_0^2/m$. With $\kappa_0=0.2646$ bohr$^{-1}$ this is $0.0700/0.5=0.140$ Ry. At transverse wavevector $k$ the normal wavevector in the electrodes is $q=\sqrt{q_0^2-k^2}$, which requires $k<q_0$.

Let the incident wave have unit amplitude, and let $\rho$ and $t$ be the reflected and transmitted amplitudes. Take $\psi$ and $\psi'/m$, with $m$ the local mass, to be continuous at an interface. This common rule conserves the flux, but it is a modelling choice and not the only one that does: continuity of $\psi/\sqrt m$ and $\psi'/\sqrt m$ also conserves the flux, and it would change the three shifts in the table below to $-1.0\%$, $+5.2\%$ and $+6.8\%$. At $z=d$ the transmitted wave $te^{iq(z-d)}$ has value $t$ and slope $iqt$. The slope just inside the film is therefore $imqt=ir\kappa t$, with
\begin{equation}
r=\frac{mq}{\kappa}.
\end{equation}
The solution in the film with this value and slope is
\begin{equation}
\psi(z)=t\left[\cosh\kappa(d-z)-ir\sinh\kappa(d-z)\right].
\end{equation}
Write $C=\cosh\kappa d$ and $S_h=\sinh\kappa d$. Matching at $z=0$ to $e^{iqz}+\rho e^{-iqz}$ gives
\begin{align}
1+\rho&=t\,(C-irS_h),\\
1-\rho&=\frac{\kappa}{imq}\,t\,(-S_h+irC)=t\left(C+\frac{i}{r}S_h\right).
\end{align}
Adding the two lines removes $\rho$:
\begin{equation}
\frac1t=C-\frac i2\left(r-\frac1r\right)S_h .
\end{equation}
The electrodes are identical, so $T=|t|^2$. Using $C^2=1+S_h^2$ and $1+\frac14(r-1/r)^2=\frac14(r+1/r)^2$,
\begin{equation}
\frac1T=1+\frac14\left(r+\frac1r\right)^2\sinh^2\kappa d .
\end{equation}
For a thick film $\sinh^2\kappa d\approx e^{2\kappa d}/4$ and the leading 1 is negligible:
\begin{equation}
T\approx P\,e^{-2\kappa d},\qquad P=\frac{16r^2}{(1+r^2)^2}.
\end{equation}

The prefactor $P$ depends on $k$ through $r$. Put $u=r^2$, so that $\ln P=\ln16+\ln u-2\ln(1+u)$ and
\begin{equation}
\frac{d\ln P}{d\ln u}=1-\frac{2u}{1+u}=\frac{1-u}{1+u}.
\end{equation}
Since $u=m^2(q_0^2-k^2)/(\kappa_0^2+k^2)$, to first order in $k^2$ the change of $\ln u$ is $-k^2(1/q_0^2+1/\kappa_0^2)$. Together with the Gaussian exponent this gives, with $r_0=mq_0/\kappa_0$,
\begin{equation}
-\ln\frac{T(k)}{T(0)}\approx Sk^2,\qquad
S=\frac d{\kappa_0}+\frac{1-r_0^2}{1+r_0^2}\left(\frac1{q_0^2}+\frac1{\kappa_0^2}\right).
\end{equation}
The small-$k$ estimate of the e-fold point is $1/\sqrt S$. For $q_0=0.5$ Å$^{-1}$, $r_0=0.5$ and
\begin{equation}
S=30+0.6\,(4+4)=34.8\ \text{Å}^2 .
\end{equation}
For $q_0=2$ Å$^{-1}$, $r_0=2$ and $S=30-0.6\,(0.25+4)=27.45$ Å$^2$. The table compares the estimate with the e-fold point found by integrating the wave equation numerically. Wavevectors are in Å$^{-1}$, and the shift is relative to $k_e$ of Eq.~(\ref{eq:ke}).

\begin{center}
\begin{tabular}{ccccc}
$q_0$ & $r_0$ & $1/\sqrt S$ & full $T$ & shift\\
\hline
0.5 & 0.5 & 0.170 & 0.171 & $-8.0\%$\\
1.0 & 1.0 & 0.183 & 0.185 & $-0.3\%$\\
2.0 & 2.0 & 0.191 & 0.194 & $+4.3\%$
\end{tabular}
\end{center}

The signs follow from the shape of $P$, which has its maximum at $r=1$. As $k$ grows, $q$ falls and $\kappa$ rises, so $r$ falls. Starting below $r=1$, the prefactor decreases and helps the attenuation, and the e-fold point moves down. Starting at $r_0=2$, the prefactor increases towards its maximum and the point moves up. Starting at $r_0=1$, the first-order change vanishes, but $r$ still leaves the maximum, which leaves a small downward shift.

The exponent contributes $d/\kappa_0$ to $S$, which grows with thickness, while the interface term does not. In this model the relative shift therefore fades as the film gets thicker. At 15 Å it is still several per cent in two of the three cases. For $q_0=0.5$ Å$^{-1}$ even the second digit changes, from 0.19 to 0.17 Å$^{-1}$. The three-digit value of $k_e$ therefore describes the exponential factor and not a particular junction.

\section{Variation 2: an anisotropic film}

\textit{Let the film have mass $m_z$ for motion along the normal and $m_t$ for transverse motion, with $\kappa_0$ and $d$ unchanged. Where does the exponential factor fall by $e$?}

\medskip
For a parabolic band, $E=E_c+k^2/m_t+k_z^2/m_z$. Setting $k_z=i\kappa$ and solving for $\kappa^2$,
\begin{equation}
\kappa^2=m_z(E_c-E)+\frac{m_z}{m_t}k^2=\kappa_0^2+\gamma^2k^2,\qquad
\gamma^2=\frac{m_z}{m_t}.
\end{equation}
The condition $\kappa_e=\kappa_0+1/(2d)$ involves only the decay constant and is unchanged. The steps that led to Eq.~(\ref{eq:ke}) now fix $\gamma k$ in place of $k$:
\begin{equation}
k_e=\frac1\gamma\sqrt{\frac{\kappa_0}d+\frac1{4d^2}} .
\end{equation}
A transverse mass four times the normal mass has $\gamma=0.5$ and doubles the answer, to $0.186/0.5=0.37$ Å$^{-1}$. A heavy transverse mass makes transverse motion cheap in energy, so the barrier for the normal motion rises more slowly with $k$.

In a two-band model with transverse and normal velocity parameters $v_t$ and $v_z$, $E^2=\Delta^2+v_t^2k^2+v_z^2k_z^2$. The same substitution gives $\kappa^2=(\Delta^2-E^2)/v_z^2+(v_t/v_z)^2k^2$, so that $\gamma=v_t/v_z$. The eigenvalues of the two-band Hamiltonian confirm this relation for $v_t/v_z=0.5$. In an anisotropic film, then, $\kappa_0$ and $d$ no longer suffice: the ratio of transverse to normal dispersion must be known as well.

\section*{Calculated quantities}
\begin{verbatim}
decay constant at k=0: 0.500 1/angstrom
film thickness: 15.0 angstrom
kappa0*d: 7.50 (dimensionless)
exponential factor at k=0: 3.0590e-07
exponential factor at k_e: 1.1254e-07
added decay constant 1/(2d): 0.03333 1/angstrom
decay constant at k_e: 0.53333 1/angstrom
kappa0/d: 0.033333 1/angstrom^2
1/(4d^2): 0.001111 1/angstrom^2
k_e squared: 0.034444 1/angstrom^2
k_e, formula: 0.18559 1/angstrom
k_e, two-band root search: 0.18559 1/angstrom
k_e converted: 0.09821 1/bohr
Gaussian estimate of k_e: 0.18257 1/angstrom
Gaussian estimate error: -1.63 percent
k_e if 0.5 is the probability decay: 0.13333 1/angstrom
model barrier mass: 0.50 free-electron masses
barrier top above energy: 0.14001 Ry
electrode q0: 0.50 1/angstrom, matching ratio r0: 0.50
  full transmission at k=0: 7.8311e-07
  slope S: 34.800 angstrom^2
  e-fold point from S: 0.16952 1/angstrom
  e-fold point, full transmission: 0.17079 1/angstrom
  shift from k_e: -7.97 percent
electrode q0: 1.00 1/angstrom, matching ratio r0: 1.00
  full transmission at k=0: 1.2236e-06
  slope S: 30.000 angstrom^2
  e-fold point from S: 0.18257 1/angstrom
  e-fold point, full transmission: 0.18496 1/angstrom
  shift from k_e: -0.34 percent
electrode q0: 2.00 1/angstrom, matching ratio r0: 2.00
  full transmission at k=0: 7.8311e-07
  slope S: 27.450 angstrom^2
  e-fold point from S: 0.19087 1/angstrom
  e-fold point, full transmission: 0.19366 1/angstrom
  shift from k_e: +4.35 percent
\end{verbatim}
